# The dipole-gauge Dicke transition is ferroelectric ordering, not photon condensation

**Q.** I have a way round the no-go theorem for the superradiant phase transition. In the Coulomb gauge the $A^2$ term stops photons from condensing. In the dipole gauge there is no $A^2$ term. The Hamiltonian is Dicke's, and above a critical coupling its ground state has $\langle a\rangle\neq0$. The cavity has then filled with photons without being driven.

**A.** Which field does your $a$ describe?

**Q.** The electric field of the mode, $E\propto a+a^\dagger$.

**A.** Let us check that from the Hamiltonian. Take a lumped resonator: two plates joined by an inductor, with a uniform field in the gap of volume $V$. The gap holds $N=nV$ dipoles of fixed axis, normal to the plates. Each has two levels split by $\Delta$ and the dipole operator $d\sigma_x$. I call the field of the resonator mode transverse, and I put the Coulomb interaction, with the plates at equal potential, into the matter Hamiltonian $H_m$. In SI units the dipole gauge gives

$$H=H_m+\int\left[\frac{(D-P)^2}{2\varepsilon_0}+\frac{B^2}{2\mu_0}\right]d^3r .$$

The momentum conjugate to the vector potential is $-D$, so the oscillator built from the conjugate pair describes $D$:

$$D=\varepsilon_0E_0(a+a^\dagger),\qquad E_0=\sqrt{\frac{\hbar\omega}{2\varepsilon_0V}},\qquad P=\frac{dS}{V},\qquad S=\sum_j\sigma_x^{(j)} .$$

Now expand the square. The $D^2$ and $B^2$ terms give $\hbar\omega a^\dagger a$ plus a constant, which I drop. The cross term is $-VDP/\varepsilon_0=-g(a+a^\dagger)S$ with $g=dE_0$. The last term is $VP^2/2\varepsilon_0=d^2S^2/2\varepsilon_0V$. Since $g^2/\hbar\omega=d^2/2\varepsilon_0V$, we can define

$$G=\frac{Ng^2}{\hbar\omega}=\frac{nd^2}{2\varepsilon_0}$$

and write

$$H=H_m+\hbar\omega a^\dagger a-g(a+a^\dagger)S+\frac GN S^2 .$$

The last three terms form a square:

$$H=H_m+\hbar\omega\,b^\dagger b,\qquad b=a-\frac{g}{\hbar\omega}S .$$

Multiplying out $b^\dagger b$ returns the cross term and $g^2S^2/\hbar\omega=GS^2/N$. The electric field is $E=(D-P)/\varepsilon_0=E_0(b+b^\dagger)$. Hence $b^\dagger b$ counts quanta of the physical field energy, and $a^\dagger a$ does not.

**Q.** That changes the label. Perhaps $\langle b\rangle$ is also nonzero in the ordered state.

**A.** Its electric part vanishes in any stationary state. The matter operators commute with $a$, so

$$[a,H]=\hbar\omega a-gS,\qquad [a^\dagger,H]=-\hbar\omega a^\dagger+gS .$$

Subtracting the second from the first,

$$[a-a^\dagger,H]=\hbar\omega(a+a^\dagger)-2gS=\hbar\omega(b+b^\dagger).$$

The mean of a commutator with $H$ is zero in a stationary state. Therefore $\langle b+b^\dagger\rangle=0$, which means

$$\langle E\rangle=0,\qquad \langle D\rangle=\langle P\rangle .$$

No mean-field argument entered, and the form of $H_m$ was not used. This is the circuit rule that an inductor carries no voltage when its current is steady. The nonzero $D$ is the free charge per area on the plates, which screens the polarization.

A finite system has a symmetric ground state, in which both $D$ and $P$ average to zero. A small bias $-hS$ on the matter selects one direction and leaves the derivation intact. For 12 dipoles with $\hbar\omega=\Delta$, $G=1.5\Delta$, $h=0.05\Delta$ and a Coulomb attraction of the size found below for a cubic lattice, diagonalization gives $\langle S\rangle/N=0.892$ and $\langle D\rangle/\langle P\rangle=1.00000000$. It finds $\langle a^\dagger a\rangle=14.37$ but $\langle b^\dagger b\rangle=0.133$.

**Q.** So the field is absent afterwards. The cavity could still have caused the order: it mediates an attraction between the dipoles, and the photon displacement is its trace.

**A.** Minimizing $H$ over $a$ does give an attraction $-GS^2/N$. The $P^2$ term is $+GS^2/N$ and cancels it. Fluctuations could spoil this cancellation, so I will bound the free energy at temperature $T$, with $\beta=1/kT$.

For the lower bound use the Golden-Thompson inequality, $\mathrm{Tr}\,e^{A+B}\le\mathrm{Tr}\,e^Ae^B$, with $A=-\beta\hbar\omega b^\dagger b$ and $B=-\beta H_m$. For each eigenvalue of $S$, the operator $b$ is $a$ shifted by a number. A shift does not alter an oscillator's trace, so the photon trace of $e^A$ is $Z_{\rm ph}$ for every value of $S$. This gives $Z\le Z_{\rm ph}Z_m$, or

$$F\ge F_m+F_{\rm ph}.$$

For the upper bound take a trial state: a matter state with free energy $F_t$, times a thermal oscillator state displaced by $g\langle S\rangle/\hbar\omega$. Split $b$ as

$$b=\left(a-\frac{g\langle S\rangle}{\hbar\omega}\right)-\frac{g}{\hbar\omega}\bigl(S-\langle S\rangle\bigr).$$

In $\langle b^\dagger b\rangle$ the cross terms vanish, because each bracket has zero mean in the product state. What remains is the thermal number plus $g^2\,\mathrm{Var}S/(\hbar\omega)^2$. The variational principle then gives

$$F\le F_t+F_{\rm ph}+\frac GN\mathrm{Var}\,S .$$

In the disordered phase or in a single ordered phase, away from the critical point, $\mathrm{Var}S$ is proportional to $N$, and choosing one of two phases costs at most a term of order $kT$ in $F_t$. The cavity therefore changes the total free energy by an amount that does not grow with $N$. Per dipole its effect falls as $1/N$. At the critical point $\mathrm{Var}S$ grows faster than $N$, so the bound grows too, but more slowly than $N$, and the effect per dipole still vanishes. The same holds with a bias $h$ included, so the polarization curve obtained by differentiating with respect to $h$ is that of the matter alone in the large-$N$ limit.

In the 12-dipole case the cavity raises the ground-state energy by $0.2375\Delta$, below the bound of $0.4964\Delta$. For six dipoles at $kT=0.5\Delta$, with the other settings kept and no bias, the free energy exceeds $F_m+F_{\rm ph}$ by $0.2049\Delta$. The upper bound there is $5.3929\Delta$. It is loose because the symmetric thermal state contains both polarization directions and so has a large variance.

**Q.** Does that leave any transition at all?

**A.** Yes, if $H_m$ has one. Suppose the dipoles have uniform order $m=\langle\sigma_x\rangle$ and each feels a Coulomb local field $\eta P/\varepsilon_0$. The interaction energy is half the sum of dipole times field, the half removing double counting:

$$-\frac12N(dm)\frac{\eta ndm}{\varepsilon_0}=-\eta GNm^2 .$$

For uniform order this can be represented by

$$H_m=-\frac\Delta2\sum_j\sigma_z^{(j)}-\frac{\eta G}{N}S^2 .$$

The full dipole-gauge Hamiltonian then contains $(1-\eta)GS^2/N$. If $\eta=0$ the dipoles do not interact directly, $H_m$ describes independent dipoles, and no value of $G$ orders them in the large-$N$ limit. That is the no-go result in this gauge. Your Dicke Hamiltonian has no $S^2$ term, which corresponds to $\eta=1$. By dropping $P^2$ you gave the matter a Coulomb attraction with that strength.

**Q.** I did not drop it carelessly. For atoms that do not overlap, the transverse $P^2$ term and the Coulomb interaction cancel between different atoms. The dipole gauge then has no direct interaction left.

**A.** That cancellation is correct. For two separated dipoles $\int P_i\cdot P_j\,d^3r=0$. This integral is the sum of a transverse part, which is the $P^2$ cross term, and a longitudinal part, which is the Coulomb interaction. But after the cancellation the $D$ field carries the whole interaction, in all its modes. You kept one.

Consider a cubic lattice with cell volume $v$ and reciprocal vectors $K$. Smear each dipole so that its interactions carry a factor $e^{-K^2s^2/2}$, with $s$ small enough that neighbours do not overlap. In a static state each mode has $D_K=P_K$ for the transverse part. With dipoles along $z$, the resulting local field in units of $P/\varepsilon_0$ is

$$\eta=\sum_K\left(1-\frac{K_z^2}{K^2}\right)e^{-K^2s^2/2}-\frac23W,\qquad W=\frac{v}{(2\pi s^2)^{3/2}} .$$

The subtraction removes the action of a dipole on itself. It is the same expression integrated over all wave vectors, where the angular average of $1-K_z^2/K^2$ is $2/3$.

The uniform resonator mode is the $K=0$ term and contributes 1. For $K\ne0$, cubic symmetry again replaces the bracket by $2/3$. Poisson summation gives $\sum_Ke^{-K^2s^2/2}=W$ when neighbours do not overlap, so these terms sum to $\tfrac23(W-1)$. Altogether

$$\eta=1+\frac23(W-1)-\frac23W=\frac13 .$$

The other modes contribute $-2/3$. This is the Lorentz local field, reached through $D$. A single-mode Dicke model without $P^2$ overstates the attraction of a cubic lattice by a factor of three.

The equivalence can also be tested for a pattern that is not uniform. At the fcc zone boundary, with the polarization alternating along one cube axis normal to the dipoles, a direct real-space sum of dipole fields gives 0.1724. The sum over $D$ modes gives 0.1724 too.

**Q.** Then a cubic crystal with a large enough dipole becomes ferroelectric?

**A.** The lattice must also prefer the uniform pattern. For fcc, a scan of $12\times12\times12$ wave vectors finds no local-field factor above 0.3232 away from uniform order, against $1/3$ for uniform order. That figure is set by the longest wave on the mesh: for long waves normal to the dipoles the factor approaches $1/3$ from below, so uniform order is preferred but without a gap. For simple cubic, the pattern of parallel chains along $z$, alternating in both sideways directions, has a factor of 0.426. In mean field that antiferroelectric pattern wins. The uniform resonator mode then has nothing to follow.

**Q.** Take fcc. Where is the threshold, and where has the cavity frequency gone?

**A.** In mean field each dipole has the Hamiltonian $-\tfrac\Delta2\sigma_z-Jm\sigma_x$, where

$$J=\eta\frac{nd^2}{\varepsilon_0}=2\eta G .$$

Its levels are $\pm\epsilon$ with $\epsilon=\sqrt{\Delta^2/4+J^2m^2}$. The thermal mean of $\sigma_x$ is $(Jm/\epsilon)\tanh(\epsilon/kT)$, and it must equal $m$. For $m\neq0$ we divide by $m$ and obtain $\epsilon=J\tanh(\epsilon/kT)$.

At $T=0$ this reads $\epsilon=J$, so

$$m=\sqrt{1-\frac1{x^2}},\qquad x=\frac{2J}\Delta,$$

and order requires $x>1$. At the critical temperature $m\to0$ and $\epsilon\to\Delta/2$. Then $\Delta/2J=\tanh(\Delta/2kT_c)$, or

$$kT_c=\frac{\Delta}{2\,\mathrm{artanh}(1/x)} .$$

For $\Delta\ll J$ this becomes $kT_c=J$. The frequency $\omega$ cancelled in $G=Ng^2/\hbar\omega$. Retuning the resonator at fixed $n$, $d$ and $\Delta$ leaves the threshold where it was.

The difference from your model shows between the two thresholds. At $G=0.5\Delta$ the cubic value is $x=4\eta G/\Delta=2/3$, and the Dicke value is 2. For 12 dipoles, $\langle S^2\rangle/N^2$ is 0.104 with $\eta=1/3$ and 0.749 with $\eta=1$. Independent dipoles would give $1/12=0.083$. With $\eta=0$ and the larger $G=1.5\Delta$ the value is 0.054, so the cavity lowers the fluctuations there and produces no order.

**Q.** But a polariton goes soft at the transition. It is part photon, so surely the photon is condensing.

**A.** Look at what softens. In the normal phase, for large $N$, replace $S$ by $\sqrt N(c+c^\dagger)$, where $c$ is a boson of energy $\Delta$. This is the Hopfield form. With $X=a+a^\dagger$ and $Y=c+c^\dagger$, the Heisenberg equations give

$$\hbar^2\ddot X=-(\hbar\omega)^2X+2\hbar\omega g\sqrt N\,Y,$$
$$\hbar^2\ddot Y=-\left[\Delta^2+4\Delta(1-\eta)G\right]Y+2\Delta g\sqrt N\,X .$$

The product of the squared mode energies is the determinant of the restoring matrix. Using $g^2N=\hbar\omega G$,

$$(\hbar\omega_+)^2(\hbar\omega_-)^2=(\hbar\omega)^2\left[\Delta^2+4\Delta(1-\eta)G-4\Delta G\right]=(\hbar\omega)^2\Delta^2(1-x).$$

So $\omega_+\omega_-=\omega\,\omega_T$ with $\hbar\omega_T=\Delta\sqrt{1-x}$. This $\omega_T$ is the frequency of the polarization when $E=0$: put $\eta G$ alone into $H_m$ and the same expression follows. The lower polariton reaches zero because $\omega_T$ does, whatever the value of $\omega$.

For $\hbar\omega=\Delta$, $G=0.4\Delta$ and $\eta=1/3$ the polariton energies are $0.4007\Delta$ and $1.7047\Delta$. Their product is $0.683\Delta^2$, in agreement with $\hbar\omega_T=0.683\Delta$. Diagonalization of 40 and 80 spins, extrapolated in $1/N$, gives $0.4008\Delta$ for the lower one.

**Q.** Give me a crystal and a resonator, so that I can see what I would have misread.

**A.** Take an fcc lattice with constant 1.4 nm, a dipole of 0.02 e nm and a splitting of 2 meV. These are round values in the rough regime of off-centre lithium ions in fullerene cages. The plates are 10 µm square, the gap is 100 nm and the resonator quantum is 4 meV.

There are four dipoles per cube, so $n=4/(1.4\ \mathrm{nm})^3=1.458\ \mathrm{nm^{-3}}$ and $N=1.458\times10^{10}$. From $G=nd^2/2\varepsilon_0=5.276$ meV we get $J=\tfrac23\times5.276=3.517$ meV and $x=2\times3.517/2=3.517$. The crystal orders, with $m=\sqrt{1-1/3.517^2}=0.959$ at $T=0$ and a mean-field $T_c$ of 39.7 K. Your model has $J=10.55$ meV and a $T_c$ of 122 K. With dipole and splitting fixed, $x$ varies as the inverse cube of the lattice constant. In mean field, order then survives up to $1.4\times3.517^{1/3}=2.13$ nm, while your model would allow 3.07 nm.

The polarization is $ndm=1.458\times0.02\times0.959=0.0280$ e/nm², or 0.448 µC/cm². Over the plate area of $10^8$ nm² the screening charge is $2.8\times10^6$ e. If you read $D/\varepsilon_0$ as an electric field, you claim 5.06 MV/cm. The mean field is zero. Each dipole still feels a local field of 1.69 MV/cm, the sum of the fields of the plate charge and of all the other dipoles.

The apparent photon number is

$$|\langle a\rangle|^2=\frac{GNm^2}{\hbar\omega}=\frac{5.276\times1.458\times10^{10}\times0.919}{4}=1.77\times10^{10}.$$

The physical field energy is far smaller. In the ground state $\langle H_m\rangle\ge E_m$, so $\hbar\omega\langle b^\dagger b\rangle\le E-E_m$. This difference is at most of the order $G(1-m^2)=0.43$ meV for the whole resonator, since mean-field dipoles have $\mathrm{Var}S=N(1-m^2)$.

**Q.** How far would a real crystal of this kind be from those numbers?

**A.** Far enough that 39.7 K is not a prediction. Among the effects I can estimate simply, the largest come from the single axis, the unpolarizable cages and the neglect of thermal fluctuations.

- An ion free to choose among eight $\langle111\rangle$ directions has a mean squared projection of $1/3$ on the field. Without tunnelling, this lowers the mean-field $T_c$ to 13.6 K.
- Polarizable cages act the other way. If each site also has a polarizability $\alpha_b$, then $P=n(dm+\alpha_bE_{\rm loc})$ with $E_{\rm loc}=P/3\varepsilon_0$. This multiplies $J$ by $1/(1-n\alpha_b/3\varepsilon_0)=(\varepsilon+2)/3$. With a rough cage permittivity of 4 this doubles $J$ and gives a $T_c$ of 81 K. That is an upper estimate, because part of this local field is the dipole's own field returned by the polarized cages. That part follows the dipole and favours neither direction. Removing it on the fcc lattice leaves a factor of about 1.6 and a mean-field $T_c$ near 65 K.
- Thermal fluctuations lower $T_c$. A Monte Carlo run of 216 fixed-axis dipoles, with electrostatic forces alone and no tunnelling, has an rms order of 0.997 at 0.3 of its mean-field $T_c$ and 0.120 at 1.2. The order passes one half near 30 K in this cell; cubic cells of 108 to 500 dipoles put it about 2 K lower. That is a finite-size indication, not a critical temperature for the infinite crystal.

Smaller effects are a dead layer, which lowers the local field by 4.1% if it is one lattice constant thick, has permittivity 1, is added to a 100 nm film and leaves that film uniformly polarized; fringing, which is small because the gap is only 1% of the plate width; and the finite ion offset, roughly 0.13 nm. The squared ratio of this offset to the neighbour distance of 0.99 nm is 1.7%, which gives only the order of magnitude of the correction to the point-dipole coupling. Short-range forces and the motion of counterions are left out, and they could change the kind of order as well as its temperature.

**Q.** Is there an arrangement in which $\langle E\rangle$ is not zero?

**A.** Yes, if the charge on the plates cannot follow the polarization. Let the crystal order with the inductor in place, then cut the inductor and warm the crystal. The trapped charge holds the mean $D$ fixed while $P$ falls, so a field $E=(D-P)/\varepsilon_0$ appears. This is the pyroelectric effect.

Plates that are isolated and uncharged from the start do not give a field by themselves. Their mean $D$ is zero, so a uniform polarization would have to bear the field $E=-P/\varepsilon_0$. The local-field factor becomes $1/3-1=-2/3$, and uniform order normal to the plates does not form. Domains of opposite polarization still can. Their surface charges alternate in sign, so narrow domains leave little field inside the film, and charge moving sideways within each plate reduces it further. The charge you had counted as photons is what screens the polarization.

A driven resonator is a different case, since its state is not stationary and $\langle b+b^\dagger\rangle$ may oscillate. The free-energy argument has its own limits. It assumes that the matter responds to the field through its electric dipoles, with no magnetic coupling. It also covers a number of long-wave modes much smaller than $N$; I take the radiative shifts from the remaining modes to be contained in $d$ and $\Delta$.

**Q.** Then what should I say when a dipole-gauge calculation gives $\langle a\rangle\neq0$?

**A.** Say that the matter is polarized, and ask which interaction in $H_m$ polarized it. If $P^2$ was dropped and a single mode kept, the model has supplied an attraction with $\eta=1$, and you must check whether your material has it. For matter coupled through its electric dipoles, the no-go theorem forbids a static transverse photon field, and the ferroelectric state contains none. The main values quoted here are collected in the numerical output below.

## Computed results

```
MODEL TESTS (energies in units of the splitting)
12 dipoles, G=1.5, eta=1/3: mean D / mean P = 1.00000000
  order <S>/N = 0.892
  dipole-gauge quanta <a'a> = 14.37
  physical field quanta <b'b> = 0.133
  energy shift by cavity = 0.2375, bound 0.4964
<S^2>/N^2, G=1.5, eta=0: 0.054
<S^2>/N^2, G=0.5, eta=1/3: 0.104
<S^2>/N^2, G=0.5, eta=1: 0.749
6 dipoles, kT=0.5: F excess = 0.2049, bound 5.3929
polaritons at G=0.4: 0.4007 and 1.7047; soft mode 0.6831
  lower gap from spins, N to infinity: 0.4008
LATTICE (local field in units of P/eps0)
uniform order: D mode 1, other D modes -0.6667, sum 0.3333
fcc zone boundary: direct 0.1724, D modes 0.1724
fcc largest at other scanned wave vectors: 0.3232
simple cubic antiferroelectric pattern: 0.4260
EXAMPLE
lattice constant 1.4 nm, dipole 0.02 e nm
splitting 2.0 meV, cavity quantum 4.0 meV
plates 10.0 um square, gap 100.0 nm
density 1.458e+21 cm^-3, dipoles in cavity 1.458e+10
G = 5.276 meV, J = 3.517 meV, x = 3.517
usual Dicke model: J = 10.551 meV, x = 10.551
mean-field Tc = 39.7 K; usual Dicke model 122.1 K
largest lattice constant with order: 2.13 nm
  usual Dicke model: 3.07 nm
order m at T=0: 0.9587; at Tc/2: 0.9196
  m^2 at Tc/2: mean field 0.8457, 200 dipoles 0.8435
polarization P = D = 0.448 uC/cm2
plate charge 2.795e+06 e
D/eps0 (misread as E) = 5.06 MV/cm
local field = 1.69 MV/cm
single-dipole coupling g = 3.805e-05 meV
apparent photon number |<a>|^2 = 1.767e+10
NEGLECTED EFFECTS
Monte Carlo, 216 dipoles: rms order 0.997 at 0.3 Tc(mean field)
  rms order 0.120 at 1.2 Tc(mean field)
  half order at 0.73 J/k = 30 K
free choice of eight <111> axes: classical Tc 13.6 K
cage permittivity 4.0 (rough): J times 2.00
  mean-field Tc then 81.1 K
one-cell dead layer: local field lowered by 4.1 %
fringing, gap/width: 1.0 %
ion offset 0.13 nm (rough): (offset/neighbour distance)^2 = 1.7 %
vacuum field of the mode: 1.90e-05 MV/cm
cavity energy scale per dipole G(1-m^2)/N: 2.93e-11 meV
```
